# Population-control bias of one, two and three branching walkers: test program

```python
"""Population-control bias of branching walkers in a two-state model.

H = [[-D, -t], [-t, D]], g = D/t, R = sqrt(1+g^2), exact energy E0 = -t R.
Walkers hop at rate t and clone or die at rate |E_T - local energy|.
The population is held at N: a clone overwrites a uniformly drawn slot, and
a dead walker is replaced by a copy of a uniformly drawn slot (self allowed).
Results under test, for the stationary mean local energy E_N:
  E_1 = -t,  E_2 = -t[1 + g^2/(4+g)],
  E_3 = -t[1 + g^2(6+2g)/(18+9g+2g^2)],
  E_N - E0 = c/N + O(1/N^2),  c = t g(g+R-1)/(2R^2).
All energies are in units of t (t = 1).
"""
from itertools import product
import numpy as np
from scipy.integrate import quad
from scipy.special import gammaln


def walker_level(N, g, E_T, allow_self=True):
    """Stationary distribution of n from all 2^N walker configurations."""
    local = (-1.0 - g, -1.0 + g)
    configs = list(product((0, 1), repeat=N))
    index = {s: i for i, s in enumerate(configs)}
    rates = np.zeros((2**N, 2**N))

    def add(old, slot, state, rate):
        new = list(old)
        new[slot] = state
        rates[index[tuple(new)], index[old]] += rate
        rates[index[old], index[old]] -= rate

    for s in configs:
        for i in range(N):
            add(s, i, 1 - s[i], 1.0)
            branching = E_T - local[s[i]]
            slots = [j for j in range(N) if allow_self or j != i]
            for j in slots:
                if branching > 0:
                    add(s, j, s[i], branching / len(slots))
                else:
                    add(s, i, s[j], -branching / len(slots))
    system = np.vstack([rates, np.ones(2**N)])
    rhs = np.zeros(2**N + 1)
    rhs[-1] = 1.0
    p = np.linalg.lstsq(system, rhs, rcond=None)[0]
    assert np.max(np.abs(rates @ p)) < 1e-11
    dist = np.zeros(N + 1)
    for s, prob in zip(configs, p):
        dist[s.count(0)] += prob
    return dist


def product_law(N, g):
    """Stationary distribution of n from the link-balance product."""
    n = np.arange(N + 1)
    logw = gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)
    logw[1:] += np.cumsum(np.log1p(2 * g * np.arange(N) / N))
    w = np.exp(logw - logw.max())
    return w / w.sum()


def energy_and_variance(dist, g):
    """Mean local energy and variance of y = 2n/N - 1."""
    y = np.linspace(-1, 1, len(dist))
    mean = dist @ y
    return -1 - g * mean, dist @ (y - mean)**2


def closed_energy(N, g):
    if N == 1:
        return -1.0
    if N == 2:
        return -1 - g**2 / (4 + g)
    return -1 - g**2 * (6 + 2 * g) / (18 + 9 * g + 2 * g**2)


def exact_energy(g):
    return -np.sqrt(1 + g * g)


def law_coefficient(g):
    R = np.sqrt(1 + g * g)
    return g * (g + R - 1) / (2 * R * R)


# Exact projection: ground energy and its mixed estimate agree.
for g in (0.2, 1.0, 5.0):
    H = np.array([[-g, -1.0], [-1.0, g]])
    values, vectors = np.linalg.eigh(H)
    ground = vectors[:, 0] / vectors[:, 0].sum()
    assert abs(values[0] - exact_energy(g)) < 1e-12
    assert abs(H.sum(axis=0) @ ground - values[0]) < 1e-12
    assert abs(ground[0] / ground[1] - g - np.sqrt(1 + g*g)) < 1e-10

# Closed energies, product law, E_T independence and variance identity.
for g in (0.2, 1.0, 2.7, 5.0):
    for E_T in (-1.0, exact_energy(g), -1 + 0.6 * g):
        for N in range(1, 6):
            dist = walker_level(N, g, E_T)
            E, v = energy_and_variance(dist, g)
            assert np.allclose(dist, product_law(N, g), atol=1e-11)
            assert abs(E + np.sqrt(1 + g*g*(1 - v))) < 1e-10
            assert E > exact_energy(g)
            if N <= 3:
                assert abs(E - closed_energy(N, g)) < 1e-10

# Gamma representation of the first two moments, by quadrature.
for N, g in ((3, 1.0), (5, 0.7), (12, 1.6)):
    a = N / (2 * g)

    def moment(k):
        return quad(lambda u: u**(a - 1 + k) * np.exp(-a * u)
                    * (1 + u)**(N - k), 0, np.inf, epsabs=0,
                    epsrel=1e-10, limit=300)[0]

    q1, q2 = moment(1) / moment(0), moment(2) / moment(0)
    dist = product_law(N, g)
    x = np.arange(N + 1) / N
    var_x = dist @ x**2 - (dist @ x)**2
    assert abs(dist @ x - q1) < 1e-7
    assert abs(var_x - (q2 - q1**2 + (q1 - q2) / N)) < 1e-7

# Large-N law: limits of N*variance and N*bias, and next order 1/N.
for g in (0.2, 1.0, 5.0):
    u = g + np.sqrt(1 + g * g)
    gaps = []
    for N in (2000, 4000):
        E, v = energy_and_variance(product_law(N, g), g)
        gaps.append(N * (E - exact_energy(g)) - law_coefficient(g))
    assert abs(N * v / (4*u*u / ((1+u) * (1+u*u))) - 1) < 1e-2
    assert abs(gaps[1] / law_coefficient(g)) < 1e-2
    assert abs(gaps[0] / gaps[1] - 2) < 0.05

# Weak and strong selection; tolerances cover the next order in g or 1/g.
for N in (1, 2, 3):
    g = 1e-3
    E = energy_and_variance(product_law(N, g), g)[0]
    assert abs(N * (E - exact_energy(g)) / g**2 - 0.5) < 2e-3
g = 1e4
strong = [energy_and_variance(product_law(N, g), g)[0] - exact_energy(g)
          for N in (1, 2, 3)]
assert abs(strong[0] / g - 1) < 1e-3
assert abs(strong[1] - 3) < 1e-2 and abs(strong[2] - 0.5) < 1e-2
assert abs(law_coefficient(g) - 1) < 1e-3

# Other control choices change the bias.
g = 1.0
outside = energy_and_variance(walker_level(2, g, 1.0), g)[0]
others = energy_and_variance(walker_level(2, g, -1.0, False), g)[0]
assert outside > closed_energy(2, g) + 1e-3
for h in (0.2, 1.0, 5.0):
    E = energy_and_variance(walker_level(2, h, -1.0, False), h)[0]
    assert abs(E + 1 + h * h / (2 + h)) < 1e-10

# Worked example.
E0, c, R = exact_energy(g), law_coefficient(g), np.sqrt(1 + g*g)
u = g + R
print("All energies in units of t; t = 1")
print(f"Main example: D = {g:.1f}, g = {g:.1f}, R = {R:.6f}")
print(f"Local energies: e1 = {-1-g:.1f}, e2 = {-1+g:.1f}")
print(f"Exact energy E0 = {E0:.6f}")
print(f"Saddle point u = {u:.6f}; exact fraction x = {u/(1+u):.6f}")
print(f"Limit of N*Var(y) = {4*u*u/((1+u)*(1+u*u)):.6f}")
print(f"1/N coefficient c = {c:.6f}")
energies = {}
for N in (1, 2, 3):
    dist = walker_level(N, g, E0)
    E, v = energy_and_variance(dist, g)
    energies[N] = E
    b = E - E0
    print(f"N={N}: probabilities n=0..N:",
          " ".join(f"{p:.6f}" for p in dist))
    print(f"  mean x = {dist @ np.arange(N+1) / N:.6f}, Var(y) = {v:.6f}")
    print(f"  E_N = {E:.6f}, bias = {b:.6f}, N*bias = {N*b:.6f}")
    print(f"  c/N = {c/N:.6f}, bias/(c/N) = {b*N/c:.4f}")
print("Larger populations, g = 1:")
for N in (5, 10, 30, 100, 1000):
    b = energy_and_variance(product_law(N, g), g)[0] - E0
    print(f"  N={N}: bias = {b:.7f}, N*bias = {N*b:.6f},"
          f" bias/(c/N) = {N*b/c:.4f}")
for low, high in ((1, 2), (2, 3)):
    line = (high*energies[high] - low*energies[low]) / (high - low)
    print(f"1/N extrapolation from N={low},{high}: {line:.6f},"
          f" error {line-E0:+.6f}")
for h in (0.2, 5.0):
    ch = law_coefficient(h)
    print(f"g = {h:.1f}: E0 = {exact_energy(h):.6f}, c = {ch:.6f}")
    for N in (1, 2, 3):
        E = energy_and_variance(walker_level(N, h, -1.0), h)[0]
        b = E - exact_energy(h)
        print(f"  N={N}: E_N = {E:.6f}, bias = {b:.6f},"
              f" bias/(c/N) = {N*b/ch:.4f}")
print(f"g=1, N=2, E_T=+1 (outside range): E_2 = {outside:.6f}")
print(f"g=1, N=2, self excluded from draw: E_2 = {others:.6f},"
      f" bias = {others-E0:.6f}")
print("checks complete")
```

It prints:

```
All energies in units of t; t = 1
Main example: D = 1.0, g = 1.0, R = 1.414214
Local energies: e1 = -2.0, e2 = 0.0
Exact energy E0 = -1.414214
Saddle point u = 2.414214; exact fraction x = 0.707107
Limit of N*Var(y) = 1.000000
1/N coefficient c = 0.353553
N=1: probabilities n=0..N: 0.500000 0.500000
  mean x = 0.500000, Var(y) = 1.000000
  E_N = -1.000000, bias = 0.414214, N*bias = 0.414214
  c/N = 0.353553, bias/(c/N) = 1.1716
N=2: probabilities n=0..N: 0.200000 0.400000 0.400000
  mean x = 0.600000, Var(y) = 0.560000
  E_N = -1.200000, bias = 0.214214, N*bias = 0.428427
  c/N = 0.176777, bias/(c/N) = 1.2118
N=3: probabilities n=0..N: 0.077586 0.232759 0.387931 0.301724
  mean x = 0.637931, Var(y) = 0.372176
  E_N = -1.275862, bias = 0.138351, N*bias = 0.415054
  c/N = 0.117851, bias/(c/N) = 1.1740
Larger populations, g = 1:
  N=5: bias = 0.0788772, N*bias = 0.394386, bias/(c/N) = 1.1155
  N=10: bias = 0.0374456, N*bias = 0.374456, bias/(c/N) = 1.0591
  N=30: bias = 0.0120157, N*bias = 0.360471, bias/(c/N) = 1.0196
  N=100: bias = 0.0035562, N*bias = 0.355617, bias/(c/N) = 1.0058
  N=1000: bias = 0.0003538, N*bias = 0.353759, bias/(c/N) = 1.0006
1/N extrapolation from N=1,2: -1.400000, error +0.014214
1/N extrapolation from N=2,3: -1.427586, error -0.013373
g = 0.2: E0 = -1.019804, c = 0.021135
  N=1: E_N = -1.000000, bias = 0.019804, bias/(c/N) = 0.9370
  N=2: E_N = -1.009524, bias = 0.010280, bias/(c/N) = 0.9728
  N=3: E_N = -1.012877, bias = 0.006927, bias/(c/N) = 0.9832
g = 5.0: E0 = -5.099020, c = 0.874906
  N=1: E_N = -1.000000, bias = 4.099020, bias/(c/N) = 4.6851
  N=2: E_N = -3.777778, bias = 1.321242, bias/(c/N) = 3.0203
  N=3: E_N = -4.539823, bias = 0.559197, bias/(c/N) = 1.9175
g=1, N=2, E_T=+1 (outside range): E_2 = -1.166667
g=1, N=2, self excluded from draw: E_2 = -1.333333, bias = 0.080880
checks complete
```
